\section*{Surface phonons of a polar oxide film beneath a metal gate, part 1}

(Sections cited here and not found follow in the second part.)

\section{The surface mode of a grounded polar film}

\subsection{The situation and the model}

An electron moving along a semiconductor surface feels the electric fields of ions vibrating in a nearby oxide. In a transistor with a high-permittivity gate oxide, the ions respond strongly to a field, and their vibrations can therefore produce strong fields in return. The oxide is only a few nanometres thick, and a metal gate lies on its far side. A vibration whose field varies along the surface over a distance comparable with the film thickness reaches the metal, which alters that field. The question is how the metal changes the frequency of the vibration that the electron feels.

Let the semiconductor fill $z<0$, the oxide fill $0<z<t$, and the gate begin at $z=t$. The interfaces are flat and sharp. Each medium is treated as a continuum with a local, isotropic permittivity. The semiconductor is nonpolar, has relative permittivity $\varepsilon_s>0$, contains no free carriers for the present, and is thick compared with the range of the field. The gate is a perfect metal: its potential is zero everywhere, at every frequency considered.

SI equations are used, with $\varepsilon_{\rm v}$ for the permittivity of vacuum. The symbol $\varepsilon_0$ is reserved for the static relative permittivity of the oxide. Fields vary as $e^{i(qx-\omega t')}$, where $t'$ is time and $q>0$ is the wavevector along the surface. This common factor is omitted. Magnetic effects are neglected, so that $\mathbf E=-\nabla\phi$. This requires $q$ to be much larger than the wavevector of light at the same frequency, a condition checked below for the example.

\subsection{From ionic motion to the oxide permittivity}

Let $\mathbf P$ be the polarization due to the soft ionic vibration of the oxide. The electrons and any stiffer ionic vibrations are assumed to follow the field without delay; together they give a relative permittivity $\varepsilon_h$. The soft vibration is an undamped oscillator driven by the macroscopic field:
\begin{equation}
\ddot{\mathbf P}=-\omega_T^2\mathbf P+\varepsilon_{\rm v}\chi\omega_T^2\mathbf E,
\qquad \chi=\varepsilon_0-\varepsilon_h>0 .
\label{eq:motion}
\end{equation}
The driving coefficient is fixed by the static limit. When $\ddot{\mathbf P}=0$, the equation gives $\mathbf P=\varepsilon_{\rm v}\chi\mathbf E$, which raises the relative permittivity from $\varepsilon_h$ to $\varepsilon_0$, as it must.

At frequency $\omega$ the second time derivative is $-\omega^2\mathbf P$. Moving the terms in $\mathbf P$ to one side gives
\begin{equation}
(\omega_T^2-\omega^2)\mathbf P=\varepsilon_{\rm v}\chi\omega_T^2\mathbf E .
\label{eq:driven}
\end{equation}
The displacement is $\mathbf D=\varepsilon_{\rm v}\varepsilon_h\mathbf E+\mathbf P$. For $\omega\neq\omega_T$ it equals $\varepsilon_{\rm v}\varepsilon_{\rm ox}\mathbf E$, with
\begin{equation}
\varepsilon_{\rm ox}(\omega)=\varepsilon_h+
\frac{\chi\omega_T^2}{\omega_T^2-\omega^2}.
\label{eq:epsox}
\end{equation}
This is a property of the material. Neither $q$ nor $t$ occurs in it.

\subsection{Three kinds of vibration}

There is no free charge inside the film, so $\nabla\cdot\mathbf D=0$. Since $\partial_x^2$ gives $-q^2$, this becomes
\begin{equation}
\varepsilon_{\rm ox}(\omega)\left(\phi''-q^2\phi\right)=0,
\label{eq:product}
\end{equation}
where primes denote derivatives with respect to $z$. The product can vanish in two ways, and the frequency $\omega_T$, at which $\varepsilon_{\rm ox}$ is undefined, needs separate treatment.

First, suppose $\varepsilon_{\rm ox}=0$. Multiplying (\ref{eq:epsox}) by $\omega_T^2-\omega^2$ gives $\varepsilon_h(\omega_T^2-\omega^2)+(\varepsilon_0-\varepsilon_h)\omega_T^2=0$. The terms $\pm\varepsilon_h\omega_T^2$ cancel, leaving
\begin{equation}
\omega^2=\omega_L^2=\omega_T^2\,\frac{\varepsilon_0}{\varepsilon_h}.
\label{eq:lo}
\end{equation}
These are the longitudinal optical (LO) modes. Here $\mathbf D$ vanishes throughout the film. Its normal component is continuous, so it also vanishes on the semiconductor side of the interface. A decaying potential $Ae^{qz}$ in the semiconductor has normal displacement proportional to $A$, hence $A=0$. The potential of an LO mode is zero at both faces of the film and throughout the semiconductor. Between the faces its shape is arbitrary in this model, because every such shape has the same frequency.

Second, suppose $\omega=\omega_T$. Equation (\ref{eq:driven}) then requires $\mathbf E=0$ in the film. For $q>0$ this means $\phi=0$ there, and continuity removes the potential from the semiconductor as well. These are the transverse optical (TO) modes. Their polarization has no divergence and no normal component at the semiconductor. It may have a normal component at the gate, because charge on the metal can cancel the resulting surface charge. This freedom becomes important when the metal is imperfect.

The remaining possibility is
\begin{equation}
\phi''=q^2\phi .
\label{eq:laplace}
\end{equation}
Modes of this third kind are the ones that can produce a field in the semiconductor.

\subsection{Matching the fields}

Equation (\ref{eq:laplace}) also holds in the semiconductor, where $\varepsilon_s\neq0$. Its solutions are $e^{qz}$ and $e^{-qz}$. The second grows without limit as $z\to-\infty$ and is rejected. Thus
\begin{equation}
\phi(z)=Ae^{qz},\qquad z<0 .
\label{eq:below}
\end{equation}
In the film it is convenient to measure distance from the gate and write the general solution as $a\cosh q(t-z)+b\sinh q(t-z)$. At $z=t$ this equals $a$, and the grounded gate requires $a=0$. Continuity with (\ref{eq:below}) at $z=0$ requires $b\sinh qt=A$. Therefore
\begin{equation}
\phi(z)=A\,\frac{\sinh q(t-z)}{\sinh qt},\qquad 0<z<t .
\label{eq:film}
\end{equation}

The normal displacement is $D_z=-\varepsilon_{\rm v}\varepsilon\phi'$. Just below the interface $\phi'=qA$, and so
\begin{equation}
D_z(0^-)=-\varepsilon_{\rm v}\varepsilon_s qA .
\label{eq:dbelow}
\end{equation}
In the film, differentiating $q(t-z)$ supplies a factor $-q$:
\begin{equation}
\phi'(z)=-qA\,\frac{\cosh q(t-z)}{\sinh qt}.
\end{equation}
This minus sign cancels the one in the definition of $D_z$. Just above the interface,
\begin{equation}
D_z(0^+)=+\varepsilon_{\rm v}\varepsilon_{\rm ox}qA\coth qt .
\label{eq:dabove}
\end{equation}
With no free charge at the interface, (\ref{eq:dbelow}) and (\ref{eq:dabove}) are equal. The amplitude $A$ cannot vanish, since then the potential would vanish everywhere. Dividing by $\varepsilon_{\rm v}qA$ and collecting terms gives the surface-phonon condition
\begin{equation}
\boxed{\;\varepsilon_s+\varepsilon_{\rm ox}(\omega)\coth qt=0\;}
\label{eq:condition}
\end{equation}

\subsection{What the factor means}

Equation (\ref{eq:dabove}) can be read as a response of the lower face of the film:
\begin{equation}
\frac{D_z(0^+)}{\varepsilon_{\rm v}q\phi(0)}
=\varepsilon_{\rm ox}\coth qt .
\label{eq:face}
\end{equation}
For an infinitely thick oxide the potential would be $Ae^{-qz}$, and the same ratio would be $\varepsilon_{\rm ox}$. The product $\varepsilon_{\rm ox}\coth qt$ is thus an effective surface permittivity at a given wavevector. It takes the place of $\varepsilon_{\rm ox}$ in the matching condition, while the permittivity inside the film remains (\ref{eq:epsox}).

The reason for the increase is geometrical. The potential must fall to zero within the distance $t$, so a given surface potential requires a larger normal field than in a thick oxide. When $qt\ll1$, $\coth qt\simeq1/qt$, and (\ref{eq:face}) gives $D_z=\varepsilon_{\rm v}\varepsilon_{\rm ox}\phi(0)/t$. This is the charge per area on a parallel-plate capacitor.

The factor also depends on what lies beyond the film. If the upper boundary allowed no normal displacement, the solution would be $A\cosh q(t-z)/\cosh qt$, and the same differentiation would give $\varepsilon_{\rm ox}\tanh qt$. The hyperbolic cotangent belongs to a grounded upper face.

\subsection{The frequency and its limits}

Let $C=\coth qt$, so that $C>1$. Condition (\ref{eq:condition}) says that $\varepsilon_{\rm ox}=-\varepsilon_s/C$. Inserting (\ref{eq:epsox}) and multiplying by $C(\omega_T^2-\omega^2)$ gives
\begin{equation}
(\varepsilon_hC+\varepsilon_s)(\omega_T^2-\omega^2)
+\chi C\omega_T^2=0 .
\end{equation}
Solving for $\omega^2$, and calling the solution $\Omega^2$, one finds
\begin{align}
\Omega^2&=\omega_T^2\left[1+\frac{\chi C}{\varepsilon_hC+\varepsilon_s}\right]
\label{eq:omegaone}\\
&=\omega_T^2\,\frac{\varepsilon_0C+\varepsilon_s}
{\varepsilon_hC+\varepsilon_s}.
\label{eq:omega}
\end{align}
The second line uses $\varepsilon_h+\chi=\varepsilon_0$. There is one positive frequency for each $q$.

To see the effect of the gate, differentiate the fraction in (\ref{eq:omegaone}):
\begin{equation}
\frac{d}{dC}\,\frac{\chi C}{\varepsilon_hC+\varepsilon_s}
=\frac{\chi(\varepsilon_hC+\varepsilon_s)-\chi C\varepsilon_h}
{(\varepsilon_hC+\varepsilon_s)^2}
=\frac{\chi\varepsilon_s}{(\varepsilon_hC+\varepsilon_s)^2}>0 .
\end{equation}
At fixed $q$, bringing the gate closer increases $C$ and raises the frequency. At fixed thickness, reducing $q$ has the same effect.

For $qt\to\infty$, $C\to1$, and (\ref{eq:condition}) becomes $\varepsilon_s+\varepsilon_{\rm ox}=0$, the condition for two half-spaces. The approach is exponential, because
\begin{equation}
C-1=\frac{e^{qt}+e^{-qt}}{e^{qt}-e^{-qt}}-1
=\frac{2e^{-2qt}}{1-e^{-2qt}} .
\end{equation}
The exponent contains $2qt$ since the influence of the interface must travel to the gate and back.

For $qt\to0$, $C\to\infty$, and (\ref{eq:omega}) tends to $\omega_L^2$. The field in the film is then almost normal to the faces. The condition requires $\varepsilon_{\rm ox}=-\varepsilon_s\tanh qt\to0$, and this is the condition for longitudinal vibration. The semiconductor is negligible in (\ref{eq:omega}) when $\varepsilon_s\ll\varepsilon_hC$, which for a thin film means $qt\ll\varepsilon_h/\varepsilon_s$. A large semiconductor permittivity therefore postpones this limit to thinner films. At fixed thickness, the rise with decreasing $q$ holds only while $q\gg\sqrt{\varepsilon_s}\,\omega_L/c$. For the example below this bound corresponds to $qt\approx10^{-3}$, where retardation turns the frequency down before it reaches $\omega_L$.

\subsection{A numerical case and an independent calculation}

Take parameters roughly typical of hafnium oxide on silicon: $t=2.5$ nm, $\varepsilon_0=22$, $\varepsilon_h=6.5$, $\hbar\omega_T=12$ meV and $\varepsilon_s=11.7$. The wavevector $q=0.4$ nm$^{-1}$ is close to the thermal wavevector $\sqrt{2mk_BT}/\hbar=0.36$ nm$^{-1}$ of electrons with $m=0.19$ electron masses at $T=300$ K. It gives $qt=1$ and $C=1.313$. From (\ref{eq:omega}),
\begin{equation}
\hbar\Omega=12\ {\rm meV}
\sqrt{\frac{22(1.313)+11.7}{6.5(1.313)+11.7}}
=17.0\ {\rm meV},
\end{equation}
or $\Omega=2.58\times10^{13}$ rad/s. At this frequency $\varepsilon_{\rm ox}=-8.91$, and multiplication by $C$ gives $-11.7$, as required. The corresponding energy for a very thick oxide is 16.3 meV, and the LO energy is 22.1 meV.

The result can be tested without using $\varepsilon_{\rm ox}(\omega)$. For any polarization $\mathbf P$ in the film, Poisson's equation with permittivities $\varepsilon_h$ and $\varepsilon_s$ gives a field. If that field is $\mathbf E=-(\mu/\varepsilon_{\rm v})\mathbf P$, then (\ref{eq:motion}) gives
\begin{equation}
\omega^2=\omega_T^2(1+\chi\mu).
\label{eq:mu}
\end{equation}
The modes can thus be found by diagonalizing the relation between polarization and field. The film was divided into 60 finite elements, with 240 polarization variables, and the semiconductor was meshed to a depth of $12/q$. The calculation gave 180 TO modes, 59 LO modes and one surface mode. The energies of the surface mode are compared with (\ref{eq:omega}) below.

\begin{center}
\begin{tabular}{cccc}
$qt$ & $\coth qt$ & formula (meV) & mesh (meV)\\
\hline
0.10 & 10.033 & 20.860 & 20.860\\
0.25 & 4.083 & 19.553 & 19.553\\
0.50 & 2.164 & 18.206 & 18.206\\
1.00 & 1.313 & 16.995 & 16.995\\
2.00 & 1.037 & 16.418 & 16.418\\
5.00 & 1.000 & 16.329 & 16.330
\end{tabular}
\end{center}

The extra digits serve the comparison; the rough material parameters do not justify them as predictions. In each row the calculated potential at $z=0.2t$ and $z=0.5t$ also agreed with (\ref{eq:film}) to within 0.3\% of the formula's value.

\section{The field felt at the interface and the limits of the model}

\subsection{Quantities carried forward}

The film has thickness $t$, static permittivity $\varepsilon_0$, and permittivity $\varepsilon_h$ when its soft ionic vibration is frozen; $\chi=\varepsilon_0-\varepsilon_h$. The semiconductor permittivity is $\varepsilon_s$, the in-plane wavevector is $q$, and $C=\coth qt$. The vacuum permittivity is $\varepsilon_{\rm v}$. The surface mode satisfies (\ref{eq:condition}) and has the frequency $\Omega$ of (\ref{eq:omega}), while $\omega_T$ is the TO frequency. In the example $q=0.4$ nm$^{-1}$, $qt=1$, and $\hbar\Omega=17.0$ meV. Corrections are given relative to this perfect-gate case at the same $q$ and $t$, with one change made at a time.

\subsection{Response to charge at the interface}

The frequency alone does not tell how strongly the ions affect a charge in the semiconductor. Place a sheet of external charge, with density $\sigma e^{i(qx-\omega t')}$, at $z=0$. The potentials (\ref{eq:below}) and (\ref{eq:film}) still apply, but the normal displacement now jumps by $\sigma$. Subtracting (\ref{eq:dbelow}) from (\ref{eq:dabove}) gives
\begin{equation}
\varepsilon_{\rm v}q\phi(0)\,(\varepsilon_{\rm ox}C+\varepsilon_s)=\sigma .
\end{equation}
Define the dimensionless response $G=\varepsilon_{\rm v}q\phi(0)/\sigma$. Then
\begin{equation}
G(\omega)=\frac{1}{\varepsilon_s+\varepsilon_{\rm ox}(\omega)C}.
\label{eq:G}
\end{equation}
Its denominator vanishes under the surface-phonon condition: at that frequency a potential can exist without external charge.

To isolate the ionic part, write $S_h=\varepsilon_s+\varepsilon_hC$ and $S_0=\varepsilon_s+\varepsilon_0C$. Equation (\ref{eq:omega}) then reads $\Omega^2=\omega_T^2S_0/S_h$. With (\ref{eq:epsox}), the denominator of (\ref{eq:G}) is
\begin{align}
\varepsilon_s+\varepsilon_{\rm ox}C
&=S_h+\frac{\chi C\omega_T^2}{\omega_T^2-\omega^2}
=\frac{(S_h+\chi C)\omega_T^2-S_h\omega^2}{\omega_T^2-\omega^2}
\nonumber\\
&=S_h\,\frac{\Omega^2-\omega^2}{\omega_T^2-\omega^2}.
\end{align}
The last step uses $S_h+\chi C=S_0$ and $S_0\omega_T^2=S_h\Omega^2$. Inverting, and writing $\omega_T^2-\omega^2=(\Omega^2-\omega^2)-(\Omega^2-\omega_T^2)$, gives
\begin{equation}
G(\omega)=\frac1{S_h}-\frac{1}{S_h}\,
\frac{\Omega^2-\omega_T^2}{\Omega^2-\omega^2}.
\end{equation}
Now $(\Omega^2-\omega_T^2)/S_h=\Omega^2(1-S_h/S_0)/S_h=\Omega^2(1/S_h-1/S_0)$. Hence
\begin{equation}
G(\omega)=\frac1{S_h}-\Lambda\frac{\Omega^2}{\Omega^2-\omega^2},
\qquad
\Lambda=\frac{1}{\varepsilon_s+\varepsilon_hC}
-\frac{1}{\varepsilon_s+\varepsilon_0C}.
\label{eq:lambda}
\end{equation}
The first term is the response with the soft vibration frozen. The second belongs to one oscillator of frequency $\Omega$. At $\omega=0$ the ions reduce the potential of the added charge by the fraction $\Lambda$ of $\sigma/(\varepsilon_{\rm v}q)$.

The finite-element calculation described above confirmed this division. In every row of the table, the TO and LO modes together contributed less than $10^{-8}$ of the surface mode's part. This agrees with the earlier result that their potentials vanish in the semiconductor.

The grounded film has one surface mode at each $q$, with the frequency given by (\ref{eq:omega}), and the strength of its response to charge at the interface is $\Lambda$ in (\ref{eq:lambda}). It remains to see how $\Lambda$ changes as the gate approaches, and how an imperfect metal, an interlayer, channel electrons and a stiffer phonon modify these results.
